\section*{Electronic Stopping of Slow Ions in a Degenerate Metal}

\section{The form fixed by symmetry and dimensions}

An ion moves with constant velocity $\mathbf v$ through a uniform, isotropic electron gas. The mean force on it can point only along $\mathbf v$, and reversing $\mathbf v$ reverses it. If the force is differentiable at $v=0$, then
\begin{equation}
\mathbf F=-Q\,\mathbf v+o(v),\qquad S=-\mathbf F\cdot\hat{\mathbf v}=Qv+o(v),
\end{equation}
where $S$ is the energy lost per unit path. The coefficient $Q$ is a momentum divided by a length. Electrons at the Fermi surface carry momentum $\hbar k_F$, and a gas of density $n$ with scattering cross-section $\sigma$ supplies the inverse length $n\sigma$. Hence $Q=C\,\hbar k_F n\sigma$ with a dimensionless $C$. Symmetry does not show that $Q$ is finite and nonzero, which cross-section enters, or what $C$ is. The theorem settles these points: $\sigma$ is the transport cross-section at the Fermi energy, and $C=1$.

Hartree atomic units are used from here on ($\hbar=m_e=e=4\pi\varepsilon_0=1$), so the Fermi speed equals the Fermi wavenumber $k_F$.

\section{Assumptions and theorem}

\begin{enumerate}
\item The electrons form a uniform gas at zero temperature, with two spin states per wavevector and $n=k_F^3/(3\pi^2)$. A uniform positive background neutralizes them.
\item The ion is so heavy that its recoil is negligible. In its rest frame the flow is steady.
\item Each electron moves in a static, screened mean-field potential $V$ of finite range in that frame; any weak long-range tail of the distorted screening cloud is neglected. As $v\to0$, $V$ tends to the central potential $V_0$ of the ion at rest, and the cross-sections change continuously with $V$.
\item The function $k^4\sigma_{\rm tr}(k)$ is twice continuously differentiable near $k_F$, where
\begin{equation}
\sigma_{\rm tr}(k)=\int(1-\cos\theta)\,\frac{d\sigma}{d\Omega}\,d\Omega
\end{equation}
is the transport cross-section of $V_0$.
\end{enumerate}

\paragraph{Theorem.} Under these assumptions
\begin{equation}
S=Qv+o(v),\qquad Q=n\,k_F\,\sigma_{\rm tr}(k_F).
\label{main}
\end{equation}

The proof finds the force for a fixed central potential, reduces it to a thin shell at the Fermi surface, and then shows that the velocity dependence of the screening does not alter $Q$.

\section{Momentum transfer in the ion frame}

\paragraph{Lemma 1.} For a fixed central potential,
\begin{equation}
\mathbf F=2\int\frac{d^3k}{(2\pi)^3}\,f(\mathbf k)\,k\,\mathbf k\,\sigma_{\rm tr}(k),
\qquad f(\mathbf k)=f_0(|\mathbf k+\mathbf v|),
\label{force}
\end{equation}
where $f_0(u)=1$ for $u<k_F$ and zero otherwise.

\emph{Proof.} An electron of laboratory velocity $\mathbf u$ has wavevector $\mathbf k=\mathbf u-\mathbf v$ in the ion frame, which gives the stated $f$. Scattering there is elastic, $|\mathbf k'|=|\mathbf k|$. Electrons of wavevector $\mathbf k$ arrive with flux $k$ per unit density, and each gives up momentum $\mathbf k-\mathbf k'$. The average of $\mathbf k'$ over azimuth is $\mathbf k\cos\theta$, so the momentum given up per unit time is $k\,\mathbf k\int(1-\cos\theta)\,d\sigma=k\,\mathbf k\,\sigma_{\rm tr}$. Summing over occupied states gives (\ref{force}). $\square$

\paragraph{Remark on Pauli blocking.} No factor $1-f(\mathbf k')$ appears, because independent electrons in a common potential evolve unitarily and orthogonal states stay orthogonal. Counting blocked transitions gives the same force. The extra term is $-\sum(\mathbf k-\mathbf k')\,w(\mathbf k\to\mathbf k')f(\mathbf k)f(\mathbf k')$. For a central potential $w(\mathbf k\to\mathbf k')=w(\mathbf k'\to\mathbf k)$, so exchanging the labels reverses its sign and it vanishes.

Blocking does decide which electrons make real transitions. After scattering, the laboratory speed obeys $u'\le k+v\le u+2v$. A final state outside the Fermi sphere therefore requires $u>k_F-2v$: the active electrons lie near the Fermi surface. The energy gained by one of them is at most
\begin{equation}
\tfrac12\left[(u+2v)^2-u^2\right]=2v(u+v).
\label{gain}
\end{equation}

\section{Reduction to the Fermi shell}

\paragraph{Lemma 2.} For a fixed central potential and $v<k_F$,
\begin{equation}
S(v)=\frac1{4\pi^2}\int_{k_F-v}^{k_F+v}k^4\sigma_{\rm tr}(k)\,(1-\mu_0^2)\,dk,
\qquad \mu_0=\frac{k_F^2-k^2-v^2}{2kv},
\label{shell}
\end{equation}
and $S(v)=nk_F\sigma_{\rm tr}(k_F)\,v\,[1+O(v^2)]$.

\emph{Proof.} Let $\mu$ be the cosine of the angle between $\mathbf k$ and $\mathbf v$. A state is occupied if $k^2+v^2+2kv\mu<k_F^2$, that is, if $\mu<\mu_0$. For $k<k_F-v$ all directions are occupied and their contributions cancel; for $k>k_F+v$ none is. In between, $-1\le\mu_0\le1$. The component of (\ref{force}) along $-\hat{\mathbf v}$ is
\begin{equation}
S=-\frac{2\cdot2\pi}{(2\pi)^3}\int k^2dk\;k^2\sigma_{\rm tr}(k)\int_{-1}^{\mu_0}\mu\,d\mu .
\end{equation}
The prefactor is $1/(2\pi^2)$ and the inner integral is $-(1-\mu_0^2)/2$, which gives (\ref{shell}).

Now put $k=k_F+vs$ with $-1\le s\le1$. Then
\begin{align}
\mu_0&=-\frac{s+v(1+s^2)/(2k_F)}{1+vs/k_F}
=-s-\frac{v}{2k_F}(1-s^2)+O(v^2),\\
1-\mu_0^2&=(1-s^2)\left(1-\frac{v}{k_F}s\right)+O(v^2).
\end{align}
The first-order change of $k^4\sigma_{\rm tr}$ is also proportional to $s$. Multiplied by the even function $1-s^2$, both first-order terms integrate to zero. The leading term contains $\int_{-1}^{1}(1-s^2)\,ds=4/3$, so
\begin{equation}
S=\frac{v}{4\pi^2}\,\frac43\,k_F^4\sigma_{\rm tr}(k_F)[1+O(v^2)]
=\frac{k_F^3}{3\pi^2}\,k_F\sigma_{\rm tr}(k_F)\,v\,[1+O(v^2)],
\end{equation}
and the first factor is $n$. $\square$

One factor of $v$ thus comes from the thickness of the shell. Each electron in it carries momentum of order $k_F$, whatever the ion's speed.

\paragraph{A case at finite speed.} Let $\sigma_{\rm tr}$ be constant and $x=v/k_F$. With $k$ in units of $k_F$,
\begin{equation}
k^4(1-\mu_0^2)=\frac{k^2}{4x^2}\left[-k^4+2(1+x^2)k^2-(1-x^2)^2\right].
\end{equation}
Integrating the three powers from $1-x$ to $1+x$ gives
\begin{align}
-\tfrac17\left[k^7\right]&=-2x-10x^3-6x^5-\tfrac27x^7,\\
\tfrac25(1+x^2)\left[k^5\right]&=4x+12x^3+\tfrac{44}{5}x^5+\tfrac45x^7,\\
-\tfrac13(1-x^2)^2\left[k^3\right]&=-2x+\tfrac{10}{3}x^3-\tfrac23x^5-\tfrac23x^7.
\end{align}
Their sum is $\frac{16}{3}x^3+\frac{32}{15}x^5-\frac{16}{105}x^7$. Division by $4x^2$ gives $\frac43x\,(1+\frac25x^2-\frac1{35}x^4)$, hence
\begin{equation}
S=nk_F\sigma_{\rm tr}v\left(1+\frac25x^2-\frac1{35}x^4\right),\qquad x<1.
\label{poly}
\end{equation}

\section{Why static screening suffices}

A moving ion distorts its screening cloud at first order in $v$. This might seem to change $Q$.

\paragraph{Lemma 3.} An isotropic distribution of electrons exerts no net force on a static scattering potential of finite range, whatever its shape.

\emph{Proof.} Let $A(\mathbf k',\mathbf k)$ be the scattering amplitude. At fixed $k$ the force is proportional to $\iint|A(\mathbf k',\mathbf k)|^2(\mathbf k-\mathbf k')\,d\Omega\,d\Omega'$. Unitarity of the scattering matrix, $\mathcal S^\dagger \mathcal S=\mathcal S\mathcal S^\dagger=1$, gives
\begin{align}
\int|A(\mathbf k',\mathbf k)|^2d\Omega'&=\frac{4\pi}{k}\,{\rm Im}\,A(\mathbf k,\mathbf k),\\
\int|A(\mathbf k',\mathbf k)|^2d\Omega&=\frac{4\pi}{k}\,{\rm Im}\,A(\mathbf k',\mathbf k').
\end{align}
The terms with $\mathbf k$ and with $\mathbf k'$ are therefore the same integral with opposite signs. Electrons in bound states have constant mean momentum and also feel no mean force. $\square$

This was tested on two point scatterers 1.5 bohr apart, with scattering lengths 1.0 and 0.4 bohr, at the $k_F$ of the example below. The double integral of the proof, taken for the component of $\mathbf k-\mathbf k'$ along the pair and divided by the same integral with the absolute value of that component, was $-8\times10^{-17}$, zero to rounding. When the second length was changed to $0.4-0.3i$ bohr, so that this scatterer absorbs and unitarity fails, the ratio was 0.29.

\paragraph{Proof of the theorem.} The scattered electrons push on the whole potential $V$, which contains the ion's field and that of its cloud. Hartree forces within the cloud cancel in pairs. A local exchange-correlation potential $v_{xc}=de_{xc}/dn$ also exerts no total force, since $n\nabla v_{xc}=\nabla(nv_{xc}-e_{xc})$ integrates to a surface term that cancels in the uniform surroundings. The cloud's momentum is steady, so the momentum delivered by the electrons reaches the ion.

By Lemma 3 the isotropic part $f_0(k)$ may be subtracted from $f(\mathbf k)$, even for the distorted $V$. What remains, $f-f_0$, is nonzero only in a shell whose volume is $O(v)$. Replacing $V$ by $V_0$ there changes the force by $o(v)$, because the cross-sections are continuous in $V$. Lemma 2 then gives (\ref{main}). $\square$

\section{The cross-section from phase shifts}

For a central potential
\begin{equation}
A(\theta)=\frac1k\sum_{l\ge0}(2l+1)e^{i\delta_l}\sin\delta_l\,P_l(\cos\theta).
\end{equation}
Write $s_l=\sin\delta_l$. Orthogonality, $\int_{-1}^1P_l^2\,d\mu=2/(2l+1)$, and the recurrence for $\mu P_l$, which gives $\int_{-1}^1\mu P_lP_{l+1}d\mu=2(l+1)/[(2l+1)(2l+3)]$, lead to
\begin{align}
\int|A|^2d\Omega&=\frac{4\pi}{k^2}\sum_l(2l+1)s_l^2
=\frac{4\pi}{k^2}\sum_l(l+1)(s_l^2+s_{l+1}^2),\\
\int|A|^2\cos\theta\,d\Omega&=\frac{4\pi}{k^2}\sum_l(l+1)\,2s_ls_{l+1}\cos(\delta_l-\delta_{l+1}).
\end{align}
Expanding $\sin^2(a-b)$ gives $\sin^2a+\sin^2b-2\sin a\sin b\cos(a-b)$. Subtraction therefore yields
\begin{equation}
\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_{l\ge0}(l+1)\sin^2(\delta_l-\delta_{l+1}).
\label{waves}
\end{equation}

The phases must also describe complete screening. In a large sphere of radius $R$ the allowed wavenumbers satisfy $kR-l\pi/2+\delta_l=p\pi$ with integer $p$. The potential thus adds $\delta_l(k_F)/\pi$ states below $k_F$ for each spin and each of the $2l+1$ orientations, with bound states included when $\delta_l$ is followed continuously down from zero at high energy. Setting the added charge equal to the ion's charge $Z$ gives the Friedel rule
\begin{equation}
\frac2\pi\sum_l(2l+1)\delta_l(k_F)=Z.
\label{friedel}
\end{equation}

\section{Weak coupling: the dielectric limit}

For weak scattering the Born approximation has $d\sigma/d\Omega=|V_q/2\pi|^2$ with $V_q=-4\pi Z/[q^2\varepsilon(q,0)]$, where $\varepsilon$ is the Lindhard function. On the Fermi surface $q^2=2k_F^2(1-\cos\theta)$, so $d\Omega=2\pi q\,dq/k_F^2$ and
\begin{equation}
Q=nk_F\int_0^{2k_F}\frac{q^2}{2k_F^2}\,\frac{V_q^2}{4\pi^2}\,\frac{2\pi q\,dq}{k_F^2}
=\frac{4Z^2}{3\pi}\int_0^{2k_F}\frac{dq}{q\,\varepsilon(q,0)^2}.
\label{born}
\end{equation}

The same result follows without any scattering picture. The moving charge has Fourier components at $\omega=\mathbf q\cdot\mathbf v$, and the induced field pulls it back with
\begin{equation}
S=Z^2\!\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}\,\mathbf q\cdot\hat{\mathbf v}\;{\rm Im}\frac{-1}{\varepsilon(q,\omega)}
=\frac{2Z^2}{\pi v^2}\int_0^\infty\frac{dq}{q}\int_0^{qv}\omega\,{\rm Im}\frac{-1}{\varepsilon}\,d\omega .
\label{diel}
\end{equation}
At small $\omega$ the occupation difference in the golden rule is $\omega\,\delta(k^2/2-k_F^2/2)$, and for $q<2k_F$
\begin{equation}
{\rm Im}\,\varepsilon=\frac{4\pi^2}{q^2}\,\frac{2\cdot 2\pi\,\omega}{(2\pi)^3}\int k^2dk\,d\mu\;\delta\!\left(\tfrac{k^2-k_F^2}2\right)\delta\!\left(kq\mu+\tfrac{q^2}2\right)
=\frac{2\omega}{q^3}.
\end{equation}
For $q>2k_F$ it vanishes at low frequency. With ${\rm Im}(-1/\varepsilon)\simeq(2\omega/q^3)/\varepsilon(q,0)^2$ the inner integral of (\ref{diel}) is $2v^3/(3\varepsilon^2)$, and (\ref{born}) follows. Here $Q\propto Z^2$; in the phase-shift formula it need not be.

For the aluminium density below and $Z=1$, (\ref{born}) gives $Q=0.1540$. Evaluating (\ref{diel}) with the full frequency-dependent function at $v=0.02$ also gives $S/v=0.1540$.

\section{A 500 eV proton in aluminium}

Three conduction electrons per atom and a rough lattice parameter of 0.405 nm give $k_F=0.9254$ and $n=k_F^3/(3\pi^2)=0.02677$. A 500 eV proton has $v=0.1415$, or $0.153\,k_F$. The screened potential is modelled as $-e^{-\alpha r}/r$. The Friedel rule fixes $\alpha=1.240$ bohr$^{-1}$, against the linear Thomas--Fermi value 1.0855. The first phases are 0.9400, 0.1389, 0.0288 and 0.0068 rad, so
\begin{equation}
\sigma_{\rm tr}=\frac{4\pi}{0.9254^2}\left(0.5157+0.0241+0.0014+\dots\right)=7.94\ {\rm bohr}^2 .
\end{equation}
The first term, which depends only on the $s$ and $p$ phases, supplies about 95\% of the sum. Then
\begin{align}
Q&=0.02677\times0.9254\times7.944=0.197,\\
S&=0.1968\times0.1415=0.0278\ {\rm hartree/bohr}=14.3\ {\rm eV/nm}.
\end{align}
At 100 eV the linear law gives 6.4 eV/nm, smaller by $\sqrt5$.

\paragraph{Slowing down.} If this force acts alone, $M\,dv/dt=-Qv$ and $dx=v\,dt$ give $dv/dx=-Q/M$. Speed falls linearly with path:
\begin{equation}
E=E_0\left(1-\frac xR\right)^2,\qquad R=\frac{Mv_0}{Q}=69.8\ {\rm nm}.
\end{equation}
After 5 nm of path, $E=500\,(1-5/69.8)^2=431$ eV. The velocity decays with time constant $M/Q=226$ fs. The length $R$ is a scale rather than a true stopping distance, because the neglect of recoil fails as $v\to0$.

\paragraph{A count of energy transfers.} The shell formula was tested at $v=0.15$ with the Born cross-section of the same Yukawa potential. The shell integral and an integral over the whole Fermi sphere both gave $S=0.015182$. A Monte Carlo sum of electron energy gains, with transitions into occupied states forbidden, gave $0.015169\pm0.000031$. The slowest electron to make a transition had speed 0.630, above the bound $k_F-2v=0.625$.

\section{How far the number can be trusted}

\paragraph{Screening model.} This is the largest uncertainty found within the electronic part. The shape $-(1/r)e^{-\beta r}(1+\beta r/2)$, with $\beta$ also fixed by the Friedel rule, gives $Q=0.232$, 18\% above the Yukawa value. The linear dielectric value, 0.154, lies 22\% below it. The three values correspond to $S$ between 11 and 17 eV/nm, but their spread is not an error bound, since none of them comes from self-consistent nonlinear screening. Such screening, in the local-density approximation, gives $Q\approx0.25$ at this density, or $S\approx18$ eV/nm, 27\% above the Yukawa value. The figure of 14.3 eV/nm therefore illustrates the formula and is probably too low for a proton in aluminium. Friction from dynamic exchange and correlation is left out and not sized.

\paragraph{Speed, temperature and recoil.} With the Yukawa potential held fixed, the shell formula gives 0.993 of the linear law at 500 eV. A constant cross-section would give 1.009 by (\ref{poly}), so the variation of $\sigma_{\rm tr}$ with $k$ reverses the sign of the correction. The linear dielectric model, whose screening does respond to the speed, gives 1.009 times its own low-speed law. At 400 K, with the potential again held fixed, $Q$ changes by about one part in $10^5$. Recoil adds $q^2/2M$ to the energy balance beside $\mathbf q\cdot\mathbf v$; for $q\le2k_F$ the ratio $q/(2Mv)$ is at most $k_F/(Mv)=0.004$. The inner integral of (\ref{diel}) varies as the cube of its upper limit, so recoil lowers $S$ by about 1\% at most.

\paragraph{Core electrons.} By (\ref{gain}), a conduction electron can gain at most 8.2 eV. For a $2p$ electron, with its speed taken from a rough binding energy of 70 eV, the same expression gives 19 eV. That speed is too low: the mean kinetic energy of the orbital is about 270 eV, which raises the estimate to 35 eV. This free-collision value is still only about half the binding energy and supports leaving the core out, though it is not a strict bound.

\paragraph{The real surface.} A proton from a plasma arrives with about 500 eV if it crosses a voltage of 500 V in front of the surface without collisions. Collisions with nuclei, absent from the theorem, add 3.0 eV/nm according to the universal ZBL fit, 21\% of the electronic value. They also deflect the proton. A collision with centre-of-mass deflection angle $\theta$ transfers the energy $\gamma E(1-\cos\theta)/2$, where $\gamma=4MM_{\rm Al}/(M+M_{\rm Al})^2$. Summing over collisions with atoms of density $n_a$ gives $S_{\rm nuc}=\frac12\gamma E\,n_a\sigma_{\rm tr}^{\rm nuc}$, where $\sigma_{\rm tr}^{\rm nuc}$ is the transport cross-section of one atom for these collisions. The deflection length for the centre-of-mass angle is therefore $1/(n_a\sigma_{\rm tr}^{\rm nuc})=\gamma E/(2S_{\rm nuc})=11.6$ nm. The proton's laboratory angle is slightly smaller because the aluminium nucleus recoils, which lengthens this by about 5\%, to roughly 12 nm. This is much shorter than $R$, so $R$ must not be read as a penetration depth. Hydrogen plasmas also deliver molecular ions. If a 500 eV H$_3^+$ ion breaks into three independent protons of equal speed, each has a third of the energy and $S=14.3/\sqrt3=8.3$ eV/nm. Aluminium exposed to air carries an oxide a few nanometres thick. The oxide has an energy gap and is not described by the free-electron model. The result applies only to the metal beneath it, at the energy the proton still has on arriving there.

\paragraph{Where the law fails.} Proportionality holds to good accuracy if $v\ll k_F$, $\sigma_{\rm tr}$ varies little across $k_F\pm v$, and the motion changes the screened potential only slightly. A scattering resonance of energy width $\Gamma$ near the Fermi level therefore demands $k_Fv\ll\Gamma$, which can be much stricter than $v\ll k_F$. The numerical output below lists most of the quantities used in the example.

\section*{Computed values}
\begin{verbatim}
lattice parameter (rough input)      0.405 nm
conduction electron density          1.806e+23 cm^-3
density parameter rs                 2.074 bohr
Fermi wavenumber = Fermi speed       0.9254 a.u.
Fermi energy                         11.65 eV
proton energy (input)                500 eV
proton speed                         0.1415 a.u.
proton speed / Fermi speed           0.1529
Yukawa screening constant (Friedel)  1.2404 bohr^-1
Thomas-Fermi screening constant      1.0855 bohr^-1
phase shift l=0 at kF                0.94000 rad
phase shift l=1 at kF                0.13886 rad
phase shift l=2 at kF                0.02877 rad
phase shift l=3 at kF                0.00683 rad
l=0 phase, variable-phase equation   0.94000 rad
sigma_tr from phase shifts           7.9444 bohr^2
sigma_tr from angular quadrature     7.9444 bohr^2
friction coefficient Q               0.1968 a.u.
S=Qv at  100 eV                      6.40 eV/nm
  finite-speed / linear, fixed V     0.9986
S=Qv at  500 eV                      14.32 eV/nm
  finite-speed / linear, fixed V     0.9931
S=Qv at 1000 eV                      20.25 eV/nm
  finite-speed / linear, fixed V     0.9863
S at 500 eV in atomic units          0.02784 hartree/bohr
velocity damping time M/Q            225.7 fs
electronic-only path length R        69.8 nm
path considered (input)              5.0 nm
energy left after this path          431.0 eV
test speed for Born-Yukawa checks    0.15 a.u.
test S, shell integral               0.015182 a.u.
test S, full lab-frame sphere        0.015182 a.u.
test S, Pauli-blocked Monte Carlo    0.015169 a.u.
  its standard error                 0.000031 a.u.
slowest active electron in the count 0.6302 a.u.
bound kF - 2v for that electron      0.6254 a.u.
net push, unitary pair (relative)    -8.0e-17
net push, absorbing pair (relative)  2.9e-01
Q, Born with static Lindhard screen  0.1540 a.u.
Q, dielectric stopping at v=0.02     0.1540 a.u.
dynamic/linear dielectric, 500 eV    1.0088
Q, other potential shape (Friedel)   0.2316 a.u.
temperature (input)                  400 K
relative thermal change of Q         -1.1e-05
recoil parameter kF/(M v)            0.0036
nuclear stopping, ZBL, 500 eV        2.98 eV/nm
nuclear deflection length, 500 eV    11.6 nm
max transfer to Fermi electron       8.21 eV
max transfer estimate, 2p electron   18.6 eV
2p binding energy (rough input)      70 eV
\end{verbatim}
